\section*{Disproportionation energy of two nickelate sites with one e_g electron each}

\section*{Problem}

Two equivalent nickel sites in a perovskite nickelate each have a filled $t_{2g}$ shell and one electron in a doubly degenerate $e_g$ shell. The real $e_g$ orbitals are $a=3z^2-r^2$ and $b=x^2-y^2$. Two electrons in the same orbital repel with $U=1.8$ eV, and the exchange integral between $a$ and $b$ is $J=0.7$ eV. Both are statically screened values for the low-energy $e_g$ orbitals.

\begin{enumerate}
\item[(a)] Find the energy $D$ of the transfer $e_g^1+e_g^1\to e_g^0+e_g^2$ for isolated sites, with the doubly occupied site in its lowest state.
\item[(b)] Explain how the sign of $D$ is compatible with the repulsion between electrons.
\item[(c)] Find $D$ if the same two numbers are instead read as $F^0=1.8$ eV and $(F^2+F^4)/14=0.7$ eV, where $F^k$ are the Slater integrals of a spherical $d$ shell. Take the rough ratio $F^4/F^2=0.625$.
\item[(d)] Estimate the effect of level splitting, breathing distortion, intersite repulsion, hopping, temperature and an electric field.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The transfer energy}

Let $\epsilon$ be the energy of an $e_g$ electron in the field of the ion and its closed $t_{2g}$ shell. With that shell held fixed, cubic symmetry makes $\epsilon$ the same for $a$ and $b$. The site energies, apart from a common constant, are
\begin{equation}
E_0=0,\qquad E_1=\epsilon,\qquad E_2=2\epsilon+w,
\end{equation}
where $w$ is the lowest interaction energy of two $e_g$ electrons. Therefore
\begin{equation}
D=E_0+E_2-2E_1=w .
\end{equation}

To find $w$, define, for a screened interaction $W$,
\begin{equation}
(ij|kl)=\int\!\!\int \phi_i(\mathbf r)\phi_j(\mathbf r)\,W(\mathbf r,\mathbf r')\,
\phi_k(\mathbf r')\phi_l(\mathbf r')\,d\mathbf r\,d\mathbf r' .
\end{equation}
Then $U=(aa|aa)=(bb|bb)$, $J=(ab|ab)$, and the repulsion between different orbitals is $U'=(aa|bb)$. Cubic symmetry fixes $U'$. Introduce the densities
\begin{equation}
s=\tfrac12(a^2+b^2),\qquad p=\tfrac12(a^2-b^2),\qquad q=ab .
\end{equation}
A fourfold rotation about $z$ sends $b\to-b$, hence $q\to-q$, while $s$ and $p$ stay unchanged. This gives $(s|q)=(p|q)=0$. A threefold rotation about a cube diagonal mixes the orbitals through an angle $\theta=120^\circ$:
\begin{equation}
a\to a\cos\theta+b\sin\theta,\qquad b\to-a\sin\theta+b\cos\theta .
\end{equation}
Inserting this into the densities leaves $s$ unchanged and gives
\begin{equation}
p\to p\cos2\theta+q\sin2\theta .
\end{equation}
Since $W$ has the cubic symmetry, the integrals do not change:
\begin{align}
(s|p)&=\cos2\theta\,(s|p)\quad\Rightarrow\quad (s|p)=0,\\
(p|p)&=\cos^22\theta\,(p|p)+\sin^22\theta\,(q|q)
\quad\Rightarrow\quad (p|p)=(q|q)=J .
\end{align}
With $a^2=s+p$ and $b^2=s-p$,
\begin{equation}
U=(s|s)+J,\qquad U'=(s|s)-J,\qquad U'=U-2J .
\label{eq:cubic}
\end{equation}
The orbitals may have ligand tails; a spherical atom was not assumed.

The two-electron states follow. The spin triplet has the antisymmetric orbital part $[a(1)b(2)-b(1)a(2)]/\sqrt2$. Its direct terms give $U'$ and its cross terms give $-J$. The singlet with a plus sign has energy $U'+J$. It does not couple to $a^2$ or $b^2$, because $(aa|ab)=(s+p|q)=0$, and likewise for $b$. The two remaining singlets, $a^2$ and $b^2$, have the matrix
\begin{equation}
\begin{pmatrix}U&J\\J&U\end{pmatrix},
\end{equation}
with eigenvalues $U\pm J$. By Eq.~(\ref{eq:cubic}), the levels are
\begin{align}
\text{triplet:}\quad &U'-J=U-3J=-0.3\ \text{eV},\\
\text{two singlets:}\quad &U-J=1.1\ \text{eV},\\
\text{one singlet:}\quad &U+J=2.5\ \text{eV}.
\end{align}
For $J>0$ the triplet is lowest, so $w=U-3J$ and
\begin{equation}
D=U-3J=1.8-3(0.7)=-0.3\ \text{eV per pair of sites},
\end{equation}
or $-0.15$ eV per site. In this atomic limit disproportionation is favoured. The result is sensitive to exchange: an error in $J$ enters three times, and at fixed $U$ the sign changes at $J=U/3=0.6$ eV.

The relation $U'=U-2J$ relies on cubic symmetry, and a distortion changes it. As one example, in model orbitals made of a $d$ function with six ligand tails, lengthening the two $z$ ligand distances by 10\% gives $U-U'-2J=0.08$ eV for the bare interaction, with $U$ averaged over the two orbitals. The same combination is zero for the undistorted octahedron. The model uses single Gaussians with exponents 2.0 bohr$^{-2}$ for the $d$ function and 0.3 bohr$^{-2}$ for the ligand $s$ functions, at a ligand distance of 0.19 nm and with a mixing coefficient of $-0.5$. The size of the violation depends on these choices: it runs from 0.03 to 0.14 eV as the ligand exponent goes from 0.5 to 0.2 bohr$^{-2}$.

\subsection*{(b) Why the interaction energy can be negative}

Written as an expectation value, the triplet energy is
\begin{equation}
U'-J=\frac12\int\!\!\int
\left|a(\mathbf r)b(\mathbf r')-b(\mathbf r)a(\mathbf r')\right|^2
W(\mathbf r,\mathbf r')\,d\mathbf r\,d\mathbf r' .
\end{equation}
Expanding the square gives $\frac12(2U'-2J)$, which confirms the prefactor. The weight is nowhere negative. Bare Coulomb repulsion therefore gives a positive energy, and a negative result requires a screened $W$ that is negative for some pairs of positions. This is overscreening: the response of the surroundings outweighs the direct repulsion there. It does not require a negative energy for every charge density, since here $(s|s)=U-J=1.1$ eV and $J=0.7$ eV are both positive.

The model orbitals show how this can happen. Their bare integrals are $U'=19.6$ eV and $J=1.19$ eV, so $U'-J=18.4$ eV. Let the screened interaction be the Coulomb interaction times $0.588$, plus a constant of $-11.13$ eV. The constant lowers $U$ and $U'$ equally but leaves $J$ unchanged, because $a$ and $b$ are orthogonal. The triplet energy becomes
\begin{equation}
0.5883(18.415)-11.133=-0.30\ \text{eV}.
\end{equation}
The factor and the constant were chosen to reproduce the given $U$ and $J$; $U'$ then follows. This form is meant only for two electrons on the same site. It is negative at separations beyond 0.076 nm and would equal $-8.9$ eV at 0.38 nm, unlike the positive intersite repulsion of part (d). If it also acted between the sites, the constant would lower the singly occupied state by the same amount and cancel from $D$, leaving $D\approx0.588(18.4)=+10.8$ eV for distant sites. The example supplies on-site integrals of the required size; it is not a calculation of screening in a nickelate.

\subsection*{(c) The same numbers in the Slater convention}

For a spherical $d$ shell, the angular part of the interaction is $\sum_kF^kP_k(\cos\gamma)$, with $\gamma$ the angle between the two directions. If $g$ is an angular density of pure degree $k$, the addition theorem gives
\begin{equation}
(g|g)=F^k\frac{4\pi}{2k+1}\int g^2\,d\Omega .
\label{eq:add}
\end{equation}
On the unit sphere the normalized orbitals are
\begin{equation}
a=\sqrt{\tfrac{5}{16\pi}}\,(3z^2-1),\qquad
b=\sqrt{\tfrac{15}{16\pi}}\,(x^2-y^2).
\end{equation}
With $Q=x^4+y^4+z^4$, squaring and adding gives
\begin{equation}
s=\frac{5}{16\pi}(3Q-1)=\frac1{4\pi}+\frac{15}{16\pi}\left(Q-\frac35\right).
\end{equation}
The first term has degree 0 and the second degree 4. The spherical average of $(Q-3/5)^2$ is $41/105-9/25=16/525$, so Eq.~(\ref{eq:add}) yields
\begin{equation}
(s|s)=F^0+\frac{16\pi^2}{9}\frac{225}{256\pi^2}\frac{16}{525}F^4
=F^0+\frac{F^4}{21}.
\end{equation}
The product density splits into degrees 4 and 2:
\begin{equation}
q=\frac{5\sqrt3}{16\pi}\left[\frac37(7z^2-1)(x^2-y^2)-\frac47(x^2-y^2)\right].
\end{equation}
The spherical averages of $(x^2-y^2)^2$ and $(7z^2-1)^2(x^2-y^2)^2$ are $4/15$ and $16/45$. Hence
\begin{align}
J_{e_g}=(q|q)&=\frac{16\pi^2}{5}\frac{75}{256\pi^2}\frac{16}{49}\frac{4}{15}F^2
+\frac{16\pi^2}{9}\frac{75}{256\pi^2}\frac{9}{49}\frac{16}{45}F^4\nonumber\\
&=\frac{4}{49}F^2+\frac{5}{147}F^4 .
\end{align}
From Eq.~(\ref{eq:cubic}), $U'-J=(s|s)-2J$, so
\begin{equation}
D=F^0+\frac{F^4}{21}-\frac{8F^2}{49}-\frac{10F^4}{147}
=F^0-\frac{8F^2}{49}-\frac{F^4}{49}.
\end{equation}
The stated ratio gives $F^2=14(0.7)/1.625=6.03$ eV and $F^4=3.77$ eV. Thus
\begin{equation}
D=1.80-0.98-0.08=+0.74\ \text{eV}.
\end{equation}
In this reading the $e_g$ parameters are $U=2.60$ eV and $J=0.62$ eV. The change of convention alone reverses the sign, so the definitions must accompany the numbers.

\subsection*{(d) Effects outside the atomic limit}

Return to the convention of part (a). The following inputs are rough values for the regime of rare-earth nickelates. Each effect is added separately.

\paragraph{Level splitting.} If the orbitals lie at $\pm\delta/2$ on both sites, two separate electrons gain $\delta$, while the triplet fills both orbitals and gains nothing. Thus $D\to D+\delta$, and $\delta=0.1$ eV gives $-0.2$ eV. This holds while the triplet is lowest. The competing singlet has energy $U-\sqrt{J^2+\delta^2}$, so the condition is $\delta<\sqrt8\,J$.

\paragraph{Breathing distortion.} If the site levels lie at $\pm\Delta/2$, two electrons on the lower site gain $\Delta$, and one on each site gain nothing in total. For $\Delta=0.2$ eV, $D\to D-\Delta=-0.5$ eV. The elastic cost of the distortion must still be added.

\paragraph{Intersite repulsion.} A term $Vn_1n_2$ costs $V$ in the singly occupied state and zero after the transfer. For point charges at $d=0.38$ nm in a background of relative permittivity 10, $V=0.38$ eV, and $D\to D-V=-0.68$ eV. This is a separate estimate for one pair, not a crystal sum, and a macroscopic permittivity is only a rough guide at a distance of one lattice spacing.

\paragraph{Hopping.} For a bond along $z$, let orbital $a$ hop with amplitude $-t$, $t=0.4$ eV, and let $b$ stay in place. With both spins up and the $b$ electron on site 1, the $a$ electron can be on site 1 or 2. In that order the Hamiltonian, measured from the singly occupied energy, is
\begin{equation}
\begin{pmatrix}D&-t\\-t&0\end{pmatrix},\qquad
E=\frac D2-\sqrt{\frac{D^2}{4}+t^2}.
\end{equation}
Numerically, $E=-0.15-\sqrt{0.0225+0.16}=-0.58$ eV. Since $D$ multiplies the projector on the disproportionated state, the weight of that state is
\begin{equation}
P=\frac{\partial E}{\partial D}
=\frac12\left[1-\frac{D}{\sqrt{D^2+4t^2}}\right]=0.68 .
\end{equation}
For $D<0$ the weight in this level tends to 1 as $t\to0$ and to $1/2$ for $t\gg|D|$. Diagonalizing all 28 two-electron states of the pair confirms that this is the ground level. It is sixfold degenerate: three spin states for each position of the $b$ electron. The next level is at $-0.34$ eV. With the same $U$ and $J$, the sixfold level stays lowest only up to $t\approx0.78$ eV; for stronger hopping a spin singlet is the ground state, and the formula for $P$ does not describe it. Hopping thus leaves a strongly mixed state, and $D$ is neither a band gap nor the energy of a charge-ordered crystal.

\paragraph{Temperature.} Without hopping, the pair has 16 singly occupied states and six low-lying disproportionated states: the three spin states of a triplet on either site. At 300 K, $k_BT=0.0259$ eV, and the singlets are negligible. The singly occupied fraction is about $(16/6)e^{D/k_BT}\approx2\times10^{-5}$. This is a property of the isolated pair, not a transition temperature.

\paragraph{Electric field.} Along the bond, a field $F$ shifts the two disproportionated patterns by $\pm eFd$ relative to single occupation. At 1 MV/cm the shift is 0.038 eV. The unfavourable pattern loses its advantage when $D+eFd=0$:
\begin{equation}
F=\frac{|D|}{ed}=\frac{0.3\ \text{V}}{0.38\ \text{nm}}=7.9\ \text{MV/cm}.
\end{equation}
The opposite pattern is then still more stable, so this field does not restore single occupation.

\paragraph{Relation to a real nickelate device.} The given $J/U=0.39$ exceeds $1/3$, the largest value that a nowhere negative interaction allows by part (b), so strong screening alone does not produce it and overscreening must be assumed; for localized Ni $3d$ orbitals $U$ is several eV, and $U-3J$ is positive whenever $J<U/3$, which means $J<1$ eV if $U=3$ eV. The low-energy orbitals are also shared with oxygen, so moving one $e_g$ electron does not move a whole electron between nickel ions. A real film breaks the assumption of isolated sites: including $V$ alone raises the field estimate by a factor $0.68/0.30\approx2.3$, whereas hopping removes the sharp crossing on which it rests. Conduction, heating and dielectric breakdown are also absent from the model, so 7.9 MV/cm should not be used as a device switching field. The numerical output lists the inputs of the estimates above.

\section*{Computed values}
\begin{verbatim}
Input U = 1.8 eV, J = 0.7 eV
Interorbital repulsion U' = 0.400 eV
Invariant-density integral (s|s) = 1.100 eV
Triplet interaction energy = -0.300 eV
Twofold singlet level = 1.100 eV
Highest singlet level = 2.500 eV
Disproportionation energy D = -0.300 eV per pair
Disproportionation energy = -0.150 eV per site
J at which D changes sign = 0.600 eV
Model orbitals, bare U = 21.985 eV
Model orbitals, bare U' = 19.605 eV
Model orbitals, bare J = 1.190 eV
Model orbitals, bare U'-J = 18.415 eV
Screening model: Coulomb scale factor = 0.5883
Screening model: added constant = -11.133 eV
Tetragonal control, U-U'-2J = 0.0844 eV
Slater convention: F0 = 1.800, F2 = 6.031, F4 = 3.769 eV
Slater convention: e_g U = 2.600 eV
Slater convention: e_g J = 0.621 eV
Slater convention: D = 0.738 eV
Rough Ni-Ni distance = 0.38 nm
e_g splitting 0.1 eV: D becomes -0.200 eV
Breathing offset 0.2 eV: D becomes -0.500 eV
Background relative permittivity = 10
Intersite repulsion V = 0.379 eV
With V alone: D becomes -0.679 eV
Hopping = 0.4 eV
With hopping: ground energy = -0.577 eV
With hopping: disproportionated weight = 0.676
With hopping: ground degeneracy = 6
With hopping: next level = -0.336 eV
Temperature = 300 K, kT = 0.0259 eV
Thermal disproportionated weight, no hopping = 0.999976
Field 1.0 MV/cm: energy drop = 0.038 eV
Field removing advantage of one pattern = 7.89 MV/cm
\end{verbatim}
